# The Layzer–Bahcall Double Expansion and the Shrinking Zero-Order Complex, part 2

As the nuclear charge \(Z\) of a beryllium-like ion grows, electron repulsion mixes \(1s^22s^2\) with \(1s^22p^2\), while fine structure separates \(2p_{3/2}\) from \(2s_{1/2}\) and \(2p_{1/2}\). Which mixing survives?

We use Hartree atomic units with scaled lengths \(\boldsymbol\rho=Z\mathbf r\), and set \(\lambda=Z\alpha\), where \(\alpha\) is the fine-structure constant. Dirac orbitals have upper and lower radial functions \(P,Q\). For a point nucleus their scaled energies, to be multiplied by \(Z^2\), are

\[
\varepsilon_{nk}=\frac1{\lambda^2}\left\{\left[1+\frac{\lambda^2}{(n-k+\gamma)^2}\right]^{-1/2}-1\right\}, \tag{9}
\]

with \(k=j+\frac12\), \(\gamma=\sqrt{k^2-\lambda^2}\) and \(n_r=n-k\). Orbitals with equal \(n\) and \(j\) are therefore degenerate. The nonrelativistic radial functions are \(P_{2s}=\rho(1-\rho/2)e^{-\rho/2}/\sqrt2\) and \(P_{2p}=\rho^2e^{-\rho/2}/(2\sqrt6)\).

An \(n\)-complex contains the states with the same occupation of each \(n\), the same parity and the same total \(J\). At fixed \(\lambda>0\), the occupations of each \((n,j)\) must agree instead, which gives a smaller complex. On the \(n\)-complex the effective matrix is

\[
H_{\rm eff}=Z^2\left[E_0+\lambda^2F+\frac1ZV+O(\lambda^4)+O\!\left(\frac{\lambda^2}{Z}\right)+O\!\left(\frac1{Z^2}\right)\right]. \tag{16}
\]

Here \(E_0\) is the common hydrogenic energy and \(V\) the Coulomb repulsion between nonrelativistic orbitals. \(F\) sums the one-electron fine-structure values: \(-5/128\) for \(2s_{1/2}\) and \(2p_{1/2}\), and \(-1/128\) for \(2p_{3/2}\). For a \(2p\) electron, \(\mathbf l\cdot\mathbf s\) is \(-1\) for \(j=\frac12\) and \(+\frac12\) for \(j=\frac32\). Through first order in \(1/Z\), the matrix has a regular series in \(\lambda^2\). The Breit interaction between electrons is of order \(\lambda^2\) relative to the Coulomb repulsion.

Without the common energy, the leading splitting is

\[
H_{\rm split}=Z\,(V+xF),\qquad x=\lambda^2Z=\alpha^2Z^3. \tag{17}
\]

### The repulsion matrix for \(J=0\)

Consider a filled \(1s^2\) core and two \(n=2\) electrons with even parity and \(J=0\). The basis is \(2s^2\), \(2p_{1/2}^2\), \(2p_{3/2}^2\), numbered 0, 1, 2. The configuration \(2p_{1/2}2p_{3/2}\) has \(J=1\) or 2 and does not enter.

Define the radial integrals

\[
\begin{aligned}
F^q(a,b)&=\iint P_a^2(\rho_1)P_b^2(\rho_2)\frac{\rho_<^q}{\rho_>^{q+1}}\,d\rho_1d\rho_2,\\
G^q(a,b)&=\iint P_aP_b(\rho_1)\,P_aP_b(\rho_2)\frac{\rho_<^q}{\rho_>^{q+1}}\,d\rho_1d\rho_2.
\end{aligned} \tag{18}
\]

For the angular part, use real orbitals \(p_x,p_y,p_z\) and let \((ab|cd)\) denote the repulsion between the products \(ab\) of electron 1 and \(cd\) of electron 2. The multipole expansion has angular kernel \(P_q(\cos\omega)\). Between two angular functions of pure degree \(q\), it multiplies their overlap by \(4\pi/(2q+1)\).

With \(x,y,z\) here denoting components of the unit vector, the density \(p_xp_x\) has angular part \([1+(3x^2-1)]/4\pi\). The sphere averages \(\overline{x^2}=\frac13\), \(\overline{x^4}=\frac15\) and \(\overline{x^2y^2}=\frac1{15}\) give

\[
\begin{aligned}
(xx|xx)&=F^0+\tfrac15\left(\tfrac95-2+1\right)F^2=F^0+\tfrac4{25}F^2,\\
(xx|yy)&=F^0+\tfrac15\left(\tfrac9{15}-2+1\right)F^2=F^0-\tfrac2{25}F^2,\\
(xy|xy)&=\tfrac15\cdot\tfrac9{15}F^2=\tfrac3{25}F^2,\qquad (sx|sx)=\tfrac13G^1.
\end{aligned} \tag{19}
\]

The integrals \(F^0,F^2\) without arguments refer to \(2p\), and \(G^1\) refers to \(2s,2p\).

The spatial function of \(2p^2\,{}^1S\) is \((xx+yy+zz)/\sqrt3\), where each pair gives the orbitals of electrons 1 and 2. A component of \({}^3P\) is \((xy-yx)/\sqrt2\). Their repulsion energies and the coupling to \(2s^2\) follow from (19):

\[
\begin{aligned}
E({}^1S)&=(xx|xx)+2(xy|xy)=F^0+\tfrac25F^2,\\
E({}^3P)&=(xx|yy)-(xy|xy)=F^0-\tfrac15F^2,\\
\langle2s^2|1/\rho_{12}|{}^1S\rangle&=\sqrt3\,(sx|sx)=G^1/\sqrt3 .
\end{aligned} \tag{20}
\]

The triplet does not couple to \(2s^2\), because the Coulomb repulsion conserves total spin.

To pass to \(j\)-occupations, write \({}^1S=c_1|p_{1/2}^2\rangle+c_2|p_{3/2}^2\rangle\). The expectation value of \(\sum_i\mathbf l_i\cdot\mathbf s_i\) in \({}^1S\) vanishes, since an orbital vector has no diagonal element in a state with \(L=0\). In the two \(j\)-configurations the same sum is \(-2\) and \(+1\). Hence \(-2c_1^2+c_2^2=0\), so \(c_1^2=\frac13\) and \(c_2^2=\frac23\). With a choice of phases,

\[
|p_{1/2}^2\rangle=\sqrt{\tfrac13}\,{}^1S+\sqrt{\tfrac23}\,{}^3P_0,\qquad
|p_{3/2}^2\rangle=\sqrt{\tfrac23}\,{}^1S-\sqrt{\tfrac13}\,{}^3P_0. \tag{21}
\]

Inserting (20), the pair energies are

\[
\begin{aligned}
p_{1/2}^2:&\quad F^0+\left(\tfrac13\cdot\tfrac25-\tfrac23\cdot\tfrac15\right)F^2=F^0,\\
p_{3/2}^2:&\quad F^0+\left(\tfrac23\cdot\tfrac25-\tfrac13\cdot\tfrac15\right)F^2=F^0+\tfrac15F^2.
\end{aligned}
\]

The couplings are

\[
V_{01}=\tfrac13G^1,\qquad V_{02}=\tfrac{\sqrt2}3G^1,\qquad
V_{12}=\tfrac{\sqrt2}3\left(\tfrac25+\tfrac15\right)F^2=\tfrac{\sqrt2}5F^2. \tag{22}
\]

Each valence electron also feels the two core electrons. Both repel it directly, and the one with parallel spin contributes exchange:

\[
\begin{aligned}
U_s&=2F^0(1s,2s)-G^0(1s,2s),\\
U_p&=2F^0(1s,2p)-\tfrac13G^1(1s,2p).
\end{aligned} \tag{23}
\]

### Numbers for the matrix

The radial integrals are elementary. As an example, \(P_{2s}P_{2p}=(\rho^3-\rho^4/2)e^{-\rho}/(4\sqrt3)\). The two orderings of the radii in \(G^1\) contribute equally, and integration over the larger radius gives

\[
\int_y^\infty\left(\rho-\frac{\rho^2}2\right)e^{-\rho}d\rho=-\frac{y^2}2e^{-y}.
\]

Therefore

\[
G^1=\frac1{24}\int_0^\infty\left(-\frac{y^6}2+\frac{y^7}4\right)e^{-2y}dy
=\frac1{24}\left(-\frac{6!}{2^8}+\frac{7!}{2^{10}}\right)=\frac{45}{512}. \tag{24}
\]

The same two integrations give \(F^0(2s,2s)=77/512\), \(F^0(2p,2p)=93/512\) and \(F^2(2p,2p)=45/512\). For the core, where \(P_{1s}=2\rho e^{-\rho}\), they give \(F^0(1s,2s)=17/81\), \(G^0(1s,2s)=16/729\), \(F^0(1s,2p)=59/243\) and \(G^1(1s,2p)=112/2187\). From (23), \(U_s=0.39781\) and \(U_p=0.46853\). The first diagonal element is \(2U_s+77/512=0.94600\), and the others follow in the same way:

\[
V=\begin{pmatrix}0.94600&0.02930&0.04143\\0.02930&1.11869&0.02486\\0.04143&0.02486&1.13627\end{pmatrix},\qquad
F=\frac1{64}\begin{pmatrix}-5&&\\&-5&\\&&-1\end{pmatrix}. \tag{25}
\]

The constant repulsion \(F^0(1s,1s)=\frac58\) and the core fine structure are omitted, since they do not affect the mixing.

At \(x=0\), adding \(\frac58\) to the lowest eigenvalue of \(V\) gives the first-order energy coefficient 1.55927. A four-electron configuration-interaction calculation in a Gaussian basis, evaluated at small \(1/Z\), agrees with it. The single configuration \(2s^2\) would give 1.57100. The difference comes from mixing within the complex and is itself of first order in \(1/Z\).

### How \(2p_{3/2}^2\) leaves

At small \(x\), repulsion selects \(LS\) states. The lowest state contains 5.07% of \(2p^2\,{}^1S\), shared between \(2p_{1/2}^2\) and \(2p_{3/2}^2\) in the ratio 1:2 required by (21).

At large \(x\), fine structure raises \(2p_{3/2}^2\) by \(4x/64=x/16\) relative to the other two configurations. Those two remain degenerate in \(F\), so \(V\) must be diagonalized between them. With \(\delta=V_{11}-V_{00}=0.17269\), the lower state is

\[
|g\rangle=\cos\theta\,|2s^2\rangle-\sin\theta\,|2p_{1/2}^2\rangle,\qquad
\sin^2\theta=\frac12\left(1-\frac{\delta}{\sqrt{\delta^2+4V_{01}^2}}\right)=0.0265. \tag{26}
\]

This mixing does not contain \(x\). Zero-order mixing thus survives in the smaller complex, but it is not simply a share of the nonrelativistic mixing: the weight of \(2p_{1/2}^2\) rises from 0.0169 at \(x=0\) to 0.0265, while the total \(2p^2\) weight is 0.0507 at \(x=0\) and 0.0265 in the limit of large \(x\).

The coupling of \(|g\rangle\) to the departed configuration is

\[
t=V_{02}\cos\theta-V_{12}\sin\theta=0.04088-0.00405=0.03683.
\]

Ordinary perturbation theory with the leading gap \(x/16\) gives its weight and the energy shift, the latter in units of \(Z\) hartree:

\[
w_{3/2}\simeq\left(\frac{16t}{x}\right)^2,\qquad
\Delta e\simeq-\frac{16t^2}{x}. \tag{27}
\]

The weights of the three configurations in the ground state follow the change:

| \(x\) | \(2s^2\) | \(2p_{1/2}^2\) | \(2p_{3/2}^2\) |
|---:|---:|---:|---:|
| 0 | 0.9493 | 0.0169 | 0.0338 |
| 1 | 0.9610 | 0.0190 | 0.0200 |
| 10 | 0.9739 | 0.0241 | 0.0020 |
| 100 | 0.9738 | 0.0262 | 0.00003 |

At \(x=10\), equation (27) gives 0.0035 instead of 0.0020. The repulsion adds about 0.195 to the gap \(10/16=0.625\), and the improved estimate \((0.0368/0.820)^2=0.0020\) removes the discrepancy. The leading form therefore needs \(x/16\) to be large compared with the differences in \(V\).

### Why the two limits do not commute

Expressed in hartree, the shift in (27) is

\[
Z\,\Delta e=-\frac{16t^2}{\alpha^2Z^2}=-\frac{0.0217}{\lambda^2}
=Z^2\cdot\frac1{Z^2}\left(-\frac{0.0217}{\lambda^2}\right). \tag{28}
\]

In an expansion at fixed \(\lambda\), this is part of the second-order coefficient in \(1/Z\). That coefficient has a pole at \(\lambda^2=0\). The pole records a configuration that is nearly degenerate at small \(\lambda\) but has been excluded from the zero-order complex. Taking \(\lambda\to0\) first restores the full \(n\)-complex; taking \(Z\to\infty\) first leaves the smaller one. The elements of (16) have no such pole, because all members of the \(n\)-complex are kept in the matrix. The regular power series in \(\lambda^2\), established above through first order in \(1/Z\), belongs to that matrix, not in general to its eigenvalues.

The eigenvalues of \(V+xF\) can themselves be expanded in \(x\), but with a finite range. Their branch points are zeros of the discriminant

\[
D(x)=\prod_{i<j}(e_i-e_j)^2. \tag{29}
\]

This is symmetric in the eigenvalues \(e_i\) and hence a polynomial in \(x\). At large \(x\), two of the differences grow as \(x/16\), while the third tends to \(\sqrt{\delta^2+4V_{01}^2}\). The polynomial therefore has degree four.

The two \(2p^2\) states alone show how a branch point arises. Their squared separation is

\[
\left(\frac x{16}+\frac{F^2}5\right)^2+4\left(\frac{\sqrt2F^2}5\right)^2,
\]

where \(F^2\) is the Slater integral. It vanishes at complex \(x\) with \(|x|/16=\frac35F^2\), that is \(|x|=0.84\). For real \(x\) the levels avoid each other, yet the complex crossing limits the power series.

The full block (25) has its smallest discriminant zeros at \(|x|=1.07\) and its largest at \(|x|=3.27\). Below the smaller radius, all three levels have convergent series in \(x\). Beyond the larger one, they have convergent series in \(1/x\), apart from a leading term proportional to \(x\). The latter series exist because \(V+xF=x(F+V/x)\), and the eigenvalues of the real symmetric matrix \(F+V/x\) are analytic in \(1/x\) at zero, even though \(F\) is degenerate there. Numerical continuation around circles on either side of each radius tests these statements.

The radii correspond to \(Z=27.2\) and \(Z=39.4\). Between them, neither expansion represents all three levels, but diagonalizing the \(3\times3\) matrix presents no difficulty. The inner branch points join the two upper levels and do not limit the ground level: its series in \(x\) converges up to \(|x|=3.27\), and its series in \(1/x\) converges beyond that radius. These charges belong to the leading \(J=0\) model; another complex has its own values.

### Beryllium-like tungsten

For W\(^{70+}\), \(Z=74\), \(\lambda=0.540\) and \(x=21.6\). This lies beyond the outer radius, but \(\lambda^2=0.292\) is not very small. We therefore use the Dirac energies (9) and evaluate the Coulomb repulsion with point-nucleus Dirac orbitals. The upper parts have the angular and spin functions used before, so they give the angular factors of the pair energies, (22) and (23). The angular function of each lower part is \(\boldsymbol\sigma\cdot\hat{\boldsymbol\rho}\) times that of the upper part, up to a phase common to all orbitals. This operator commutes with the angular functions of the multipole expansion and its square is one, so the lower parts give the same factors. The radial products therefore become \(P_aP_b+Q_aQ_b\). Since \(2p_{1/2}\) and \(2p_{3/2}\) now have different radial functions, the integral \(F^2\) in \(V_{12}\) becomes \(G^2(2p_{1/2},2p_{3/2})\).

For \(1s\), \(n_r=0\) and \(\gamma=\sqrt{1-0.2916}=0.8417\). Equation (9) reduces to \(\varepsilon=(\gamma-1)/\lambda^2=-0.5430\), or \(-2973.4\) hartree after multiplication by \(Z^2=5476\). The corresponding energies are \(-758.68\) hartree for \(2s_{1/2}\) and \(2p_{1/2}\), and \(-697.45\) hartree for \(2p_{3/2}\). The gap is

\[
-697.45+758.68=61.2\ \text{hartree}=1666\ \text{eV}. \tag{30}
\]

The \(\lambda^2\) term alone gives 49.9 hartree, 18% below the full Dirac gap.

The Dirac repulsion matrix has diagonal elements 80.71, 98.94 and 87.68 hartree. Its couplings are \(V_{01}=2.309\), \(V_{02}=3.408\) and \(V_{12}=1.821\) hartree. Within the shrunken complex, the separation is \(98.94-80.71=18.23\) hartree. Equation (26) then gives

\[
\sin^2\theta=\frac12\left(1-\frac{18.23}{\sqrt{18.23^2+4(2.309)^2}}\right)=0.0153. \tag{31}
\]

The configuration \(2p_{3/2}^2\) lies above \(2s^2\) by \(2(61.22)+87.68-80.71=129.4\) hartree. Diagonalizing the full \(3\times3\) matrix gives weights 0.9848, 0.0146 and 0.0006. Including \(2p_{3/2}^2\) lowers the ground energy by 0.077 hartree relative to the \(2\times2\) result. The \(2\times2\) mixing itself lowers the energy by \(\frac12\left(\sqrt{18.23^2+4(2.309)^2}-18.23\right)=0.288\) hartree. The shrunken complex thus reproduces the weights closely, but \(2p_{3/2}^2\) still supplies 0.077 of the total lowering of 0.365 hartree, about 21%. To second order this lowering equals the weight times the gap, \(0.0006\times129\) hartree, so a very small weight can still accompany a noticeable energy shift.

The leading model (17) gives 0.0252 for \(2p_{1/2}^2\), well above the Dirac value 0.0146. Its separation is \(74\times0.17269=12.8\) hartree, against 18.2 hartree with Dirac orbitals, while its coupling of 2.17 hartree is close to 2.31. In the two-state formula (26), the larger separation alone, with the coupling kept at 2.17 hartree, lowers \(\sin^2\theta\) from 0.0265 to 0.0136; the larger coupling then raises it to 0.0153. The separation thus causes the whole reduction, and the coupling partly offsets it. Both changes belong to the \(\lambda^2/Z\) and higher mixed terms omitted from (17). For a point nucleus the degenerate complex is correctly identified by \(n\) and \(j\), but the mixing inside it still depends on \(\lambda\). The digits of these weights belong to the point-nucleus Coulomb model. The Breit interaction raises the separation from 18.2 to 19.8 hartree, lowers the \(2p_{1/2}^2\) weight to about 0.013, and changes the lowering due to \(2p_{3/2}^2\) from 0.077 to 0.086 hartree. A finite nucleus (Gaussian charge, rms radius 5.37 fm) places \(2s_{1/2}\) about 0.16 hartree above \(2p_{1/2}\) and by itself raises the weight to about 0.015.

The total energy obtained from the first-order matrix combines two \(1s\) energies, their mutual repulsion, and the lowest valence eigenvalue:

\[
2(-2973.40)+52.39-1437.00=-7331.4\ \text{hartree}=-199.5\ \text{keV}. \tag{32}
\]

The matrix is of first order in the Coulomb repulsion, but its diagonalization includes the higher orders in \(1/Z\) that arise from mixing within the block. The result leaves out the Breit interaction, the higher-order contributions of configurations outside the \(n\)-complex, radiative effects and the finite nuclear size. The Breit interaction first contributes at order \(\lambda^2/Z\) in scaled energy, the same order as the leading orbital correction to the repulsion, so the relativistic first-order matrix is incomplete without it. For tungsten the Breit interaction raises the total (32) by about 7.3 hartree and the finite nuclear size by about 2.4 hartree, to about \(-7322\) hartree or \(-199.2\) keV before radiative and higher-order terms. The digits of (32) therefore describe the model, not the real ion. The numerical output below gives the remaining digits and intermediate values.

## Values computed for the example and the checks

```
Slater integrals for Z=1 (hartree):
  F0(1s,1s) = 5/8 = 0.625000
  F0(1s,2s) = 17/81 = 0.209877
  G0(1s,2s) = 16/729 = 0.021948
  F0(1s,2p) = 59/243 = 0.242798
  G1(1s,2p) = 112/2187 = 0.051212
  F0(2s,2s) = 77/512 = 0.150391
  G1(2s,2p) = 45/512 = 0.087891
  F0(2p,2p) = 93/512 = 0.181641
  F2(2p,2p) = 45/512 = 0.087891
fine structure / lam^2: j=1/2 -5/128  j=3/2 -1/128
2s: mass-velocity -13/128  Darwin 1/16
2p: mass-velocity -7/384  spin-orbit factor of l.s 1/48
state counts by (n,j): all [6, 16, 6]  even [2, 8, 6]
V diagonal (units of Z hartree): [0.946001 1.118693 1.136271]
V couplings 01, 02, 12 (same): 0.029297 0.041432 0.024859
1/Z energy coefficient, formula (hartree): 1.559274
  same, Gaussian CI: 1.559274;  2s^2 alone: 1.571001
ground weights of 2s^2, 2p-^2, 2p+^2 against x:
  x=  0.0: 0.949301 0.016900 0.033800
  x=  0.1: 0.950959 0.017159 0.031882
  x=  1.0: 0.960976 0.019010 0.020014
  x= 10.0: 0.973913 0.024056 0.002031
  x=100.0: 0.973770 0.026197 0.000033
limit x->infinity: 2p-^2 weight 0.026512
coupling t to 2p+^2: 0.036831;  16 t^2 = 0.021705
inner radius |x| = 1.0693, Z = 27.18
outer radius |x| = 3.2657, Z = 39.44
x = 1 at Z = 26.58
W70+: Z = 74, lam = 0.54000, x = 21.5787
Dirac 1s, 2s=2p-, 2p+ (hartree): -2973.4006 -758.6756 -697.4518
2p+ - 2p- gap: 61.2238 hartree = 1665.98 eV
  its lam^2 term alone: 49.9008 hartree
Dirac repulsion diagonal (hartree): [80.7115 98.9425 87.682 ]
Dirac couplings 01, 02, 12 (hartree): 2.3092 3.4076 1.8206
W weights, Dirac 3x3: 0.984803 0.014603 0.000593
W weights, model V+xF: 0.974226 0.025202 0.000572
W weights, Dirac 2x2: 0.984690 0.015310
3x3 minus 2x2 ground energy: -0.076907 hartree
1s2 repulsion: 52.3893 hartree; valence block: -1437.0045 hartree
W first-order total: -7331.4163 hartree = -199.4980 keV
```
